**Born–Huang constraints and the flexural branch of a monolayer**

The program fits finite-range force constants of a model buckled honeycomb sheet under translational (T), rotational (R) and Huang (H) conditions. The lowest branch is described by ρω² = σq² + Bq⁴, where ρ is the areal mass density, σ the apparent tension and B the quartic coefficient. It asserts that the full-range force constants obey all three conditions, that third-shell fits with T or T+R have a false negative σ, and that T+R+H removes it with B positive. It also asserts that the null-space and Lagrange solutions agree, that a fifth-shell fit with T alone has almost no false tension, and that randomly perturbed force constants projected onto T+R+H follow the q⁴ law. In the output, σ goes from −0.053 eV/Å² with T to about 3×10⁻⁶ eV/Å² with T+R+H, and the number of tested wave vectors with an imaginary mode falls from 42 to 0. The cost is a larger force misfit and a lowest branch 2.5% too high at M. For a sheet under a real tension of 0.075 eV/Å², the program asserts that the T fit recovers the tension and that the Huang conditions wrongly erase it.

## Verification by program

```python
"""Born-Huang conditions in a least-squares fit of monolayer force constants.

Result under test: with translational (T), rotational (R) and Huang (H)
conditions imposed, the flexural branch of an unstressed sheet starts as q^4.
A fit of too short a range with T alone gives a false negative q^2 term.

phi[b] : 3x3 force-constant block of pair b = (k, l, m, n), atom k in cell 0
         and atom l in cell (m, n); v[b] is the vector from first to second.
sigma, B : rho omega^2 = sigma q^2 + B q^4 for the lowest branch, rho = areal
         mass density. Units: angstrom, eV, atomic mass unit u.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.linalg import null_space

a, h, mass = 4.0, 1.0, 30.0          # lattice constant, buckling, atomic mass
k1, k2, kang = 10.0, 2.0, 3.0        # bond, second-shell, angle stiffness
t5 = 0.05                            # tension of the fifth-shell interaction
t2_balanced = -np.sqrt(3) * t5       # second-shell tension giving zero stress
N = 6                                # supercell is N x N
amp = 0.005                          # random displacement amplitude
a1 = np.array([a, 0, 0])
a2 = np.array([a / 2, np.sqrt(3) * a / 2, 0])
basis_atoms = [np.array([0, 0, -h / 2]),
               (a1 + a2) / 3 + np.array([0, 0, h / 2])]
area = np.sqrt(3) / 2 * a**2
rho = 2 * mass / area
to_cm = np.sqrt(sc.e / (1e-20 * sc.atomic_mass)) / (2 * np.pi * sc.c * 100)
rng = np.random.default_rng(1)


def pair_blocks(dmax):
    """All pairs whose in-plane distance is at most dmax lattice constants."""
    ids, vecs = [], []
    for k, l, m, n in itertools.product(range(2), range(2),
                                        range(-2, 3), range(-2, 3)):
        d = m * a1 + n * a2 + basis_atoms[l] - basis_atoms[k]
        if np.hypot(d[0], d[1]) / a <= dmax:
            ids.append((k, l, m, n))
            vecs.append(d)
    return ids, np.array(vecs)


ids_all, v_all = pair_blocks(1.75)
dist_all = np.hypot(v_all[:, 0], v_all[:, 1]) / a
near = [[b for b, p in enumerate(ids_all) if p[0] == k and
         abs(dist_all[b] - 1 / np.sqrt(3)) < 0.01] for k in range(2)]


def energy_forces(U, t2, strain=0.0):
    """Nonlinear energy of the supercell and forces; U has shape (N,N,2,3)."""
    stretch = np.array([1 + strain, 1 + strain, 1.0])
    E, G = 0.0, np.zeros_like(U)

    def bond(b):
        k, l, m, n = ids_all[b]
        return (v_all[b] * stretch
                + np.roll(U[:, :, l], (-m, -n), (0, 1)) - U[:, :, k])

    def add_gradient(b, g):
        k, l, m, n = ids_all[b]
        G[:, :, l] += np.roll(g, (m, n), (0, 1))
        G[:, :, k] -= g

    for b in range(len(ids_all)):
        s = dist_all[b]
        if abs(s - 1 / np.sqrt(3)) < 0.01:
            t, stiff = 0.0, k1
        elif abs(s - 1) < 0.01:
            t, stiff = t2, k2
        elif abs(s - np.sqrt(3)) < 0.01:
            t, stiff = t5, 0.0
        else:
            continue
        d = bond(b)
        r = np.linalg.norm(d, axis=-1, keepdims=True)
        x = r - np.linalg.norm(v_all[b])
        E += 0.5 * np.sum(t * x + 0.5 * stiff * x**2)
        add_gradient(b, 0.5 * (t + stiff * x) * d / r)
    for k in range(2):
        for b, c in itertools.combinations(near[k], 2):
            d, e = bond(b), bond(c)
            rd = np.linalg.norm(d, axis=-1, keepdims=True)
            re = np.linalg.norm(e, axis=-1, keepdims=True)
            cos = np.sum(d * e, axis=-1, keepdims=True) / (rd * re)
            cos0 = v_all[b] @ v_all[c] / (np.linalg.norm(v_all[b])
                                          * np.linalg.norm(v_all[c]))
            E += 0.5 * kang * np.sum((cos - cos0)**2)
            w = kang * (cos - cos0)
            add_gradient(b, w * (e / (rd * re) - cos * d / rd**2))
            add_gradient(c, w * (d / (rd * re) - cos * e / re**2))
    return E, -G


def direct_force_constants(t2, step=2e-4):
    """Full-range force constants by central differences of the forces."""
    phi = np.zeros((len(ids_all), 3, 3))
    for l in range(2):
        for beta in range(3):
            U = np.zeros((N, N, 2, 3))
            U[0, 0, l, beta] = step
            dF = (energy_forces(U, t2)[1] - energy_forces(-U, t2)[1])
            for b, (k, l2, m, n) in enumerate(ids_all):
                if l2 == l:
                    phi[b, :, beta] = -dF[-m % N, -n % N, k] / (2 * step)
    return phi


def invariant_basis(ids, v, point_group=True):
    """Orthonormal basis of force constants obeying the symmetries."""
    nb = len(ids)

    def find(k, l, d):
        hits = [b for b in range(nb) if ids[b][:2] == (k, l)
                and np.linalg.norm(v[b] - d) < 1e-6]
        assert len(hits) == 1
        return hits[0]

    transpose = np.zeros((9, 9))
    for i, j in itertools.product(range(3), range(3)):
        transpose[3 * i + j, 3 * j + i] = 1
    ops = [(-np.eye(3), True, transpose)]          # exchange of the two atoms
    if point_group:
        c, s = -0.5, np.sqrt(3) / 2
        C3 = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
        normal = np.array([-0.5, np.sqrt(3) / 2, 0])
        mirror = np.eye(3) - 2 * np.outer(normal, normal)
        ops += [(C3, False, np.kron(C3, C3)),
                (mirror, False, np.kron(mirror, mirror)),
                (-np.eye(3), True, np.eye(9))]     # inversion, A <-> B
    M = np.zeros((9 * nb, 9 * nb))
    for S, swap, action in ops:
        G = np.zeros_like(M)
        for b in range(nb):
            k, l = ids[b][:2]
            if swap:
                # exchange maps (k,l) to (l,k); inversion maps k to 1-k
                k, l = (l, k) if action is transpose else (1 - k, 1 - l)
            t = find(k, l, S @ v[b])
            G[9 * t:9 * t + 9, 9 * b:9 * b + 9] = action
        G -= np.eye(9 * nb)
        M += G.T @ G
    w, X = np.linalg.eigh(M)
    return X[:, w < 1e-8]


def condition_rows(ids, v):
    """Linear conditions T, R, H acting on the flattened force constants."""
    nb = len(ids)
    first = np.array([p[0] for p in ids])
    T, R, H = [], [], []
    for k in range(2):
        on = (first == k).astype(float)
        for al, be in itertools.product(range(3), range(3)):
            row = np.zeros((nb, 3, 3))
            row[:, al, be] = on
            T.append(row.ravel())
        for al in range(3):
            for be, ga in [(0, 1), (0, 2), (1, 2)]:
                row = np.zeros((nb, 3, 3))
                row[:, al, be] += on * v[:, ga]
                row[:, al, ga] -= on * v[:, be]
                R.append(row.ravel())
    index_pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    for (al, be), (ga, de) in itertools.combinations(index_pairs, 2):
        row = np.zeros((nb, 3, 3))
        row[:, al, be] += v[:, ga] * v[:, de]
        row[:, ga, de] -= v[:, al] * v[:, be]
        H.append(row.ravel())
    return {"T": np.array(T), "R": np.array(R), "H": np.array(H)}


def make_setup(dmax):
    ids, v = pair_blocks(dmax)
    return ids, v, invariant_basis(ids, v), condition_rows(ids, v)


def make_data(t2, count=8):
    """Odd part of the forces for random displacements, scaled by amp."""
    data = []
    for _ in range(count):
        U = amp * rng.standard_normal((N, N, 2, 3))
        F = 0.5 * (energy_forces(U, t2)[1] - energy_forces(-U, t2)[1])
        data.append((U / amp, F / amp))
    return data


def design(setup, data):
    ids, v, basis, _ = setup
    A, f = [], []
    for U, F in data:
        X = np.zeros((N, N, 2, 3, len(ids), 3, 3))
        for b, (k, l, m, n) in enumerate(ids):
            Uj = np.roll(U[:, :, l], (-m, -n), (0, 1))
            for al in range(3):
                X[:, :, k, al, b, al, :] = -Uj
        A.append(X.reshape(N * N * 6, -1) @ basis)
        f.append(F.ravel())
    return np.vstack(A), np.concatenate(f)


def fit(setup, A, f, kinds):
    """Null-space solution of the constrained least-squares problem."""
    ids, v, basis, rows = setup
    C = np.vstack([rows[s] for s in kinds]) @ basis
    Z = null_space(C, rcond=1e-9)
    p = Z @ np.linalg.lstsq(A @ Z, f, rcond=None)[0]
    misfit = np.linalg.norm(A @ p - f) / np.linalg.norm(f)
    return (basis @ p).reshape(-1, 3, 3), p, C, Z.shape[1], misfit


def eigenvalues(ids, v, phi, q):
    """Squared frequencies in eV/(angstrom^2 u), ascending."""
    phase = np.exp(1j * (v[:, :2] @ q))
    D = np.zeros((6, 6), complex)
    for b, (k, l, _, _) in enumerate(ids):
        D[3 * k:3 * k + 3, 3 * l:3 * l + 3] += phi[b] * phase[b]
    return np.linalg.eigvalsh(D) / mass


def long_wave(ids, v, phi, direction=(1.0, 0.0)):
    """Apparent tension sigma and quartic coefficient B from eigenvalues."""
    q1, q2 = 0.02, 0.04
    s1, s2 = [rho * eigenvalues(ids, v, phi, q * np.array(direction))[0] / q**2
              for q in (q1, q2)]
    B = (s2 - s1) / (q2**2 - q1**2)
    return s1 - B * q1**2, B


def signed_cm(lam):
    return np.sign(lam) * np.sqrt(np.abs(lam)) * to_cm


# --- full-range reference: do the conditions hold for the real energy? ---
F0 = energy_forces(np.zeros((N, N, 2, 3)), t2_balanced)[1]
assert np.abs(F0).max() < 1e-12
phi_ref = direct_force_constants(t2_balanced)
rows_ref = condition_rows(ids_all, v_all)
res_ref = {s: np.abs(rows_ref[s] @ phi_ref.ravel()).max() for s in "TRH"}
assert max(res_ref.values()) < 1e-4
sig_ref, B_ref = long_wave(ids_all, v_all, phi_ref)
assert abs(sig_ref) < 5e-5 and B_ref > 0

# --- short-range fits ---
short, full = make_setup(1.2), make_setup(1.75)
data = make_data(t2_balanced)
A3, f3 = design(short, data)
ids3, v3 = short[:2]
fits = {s: fit(short, A3, f3, s) for s in ("T", "TR", "TRH")}
lw = {s: long_wave(ids3, v3, fits[s][0]) for s in fits}
assert lw["T"][0] < -0.02 and lw["TR"][0] < -0.02
assert abs(lw["TRH"][0]) < 5e-5 and lw["TRH"][1] > 0

# with T and R only, the q^2 term is half the Huang mismatch per area
pr = fits["TR"][0]
mismatch = 0.5 * np.sum(pr[:, 0, 0] * v3[:, 2]**2
                        - pr[:, 2, 2] * v3[:, 0]**2) / area
assert abs(mismatch / lw["TR"][0] - 1) < 0.01

# Lagrange-multiplier system must give the null-space solution
_, p_null, C, _, _ = fits["TRH"]
npar, ncon = len(p_null), len(C)
kkt = np.block([[A3.T @ A3, C.T], [C, np.zeros((ncon, ncon))]])
p_kkt = np.linalg.lstsq(kkt, np.concatenate([A3.T @ f3, np.zeros(ncon)]),
                        rcond=1e-11)[0][:npar]
kkt_diff = np.abs(p_kkt - p_null).max()
assert kkt_diff < 1e-6

# truncation is the cause: enough range and T alone gives no instability
A5, f5 = design(full, data)
fit5 = fit(full, A5, f5, "T")
sig5, B5 = long_wave(ids_all, v_all, fit5[0])
assert abs(sig5) < 0.02 * abs(lw["T"][0])

# quartic law for random force constants without point symmetry
loose = invariant_basis(ids3, v3, point_group=False)
p = loose.T @ fits["TRH"][0].ravel()
p = p + 0.02 * rng.standard_normal(len(p))
Zl = null_space(np.vstack([short[3][s] for s in "TRH"]) @ loose, rcond=1e-9)
phi_rand = (loose @ (Zl @ (Zl.T @ p))).reshape(-1, 3, 3)
qdir = np.array([np.cos(0.4), np.sin(0.4)])
small = [np.abs(eigenvalues(ids3, v3, phi_rand, q * qdir)).min()
         for q in (0.02, 0.04)]
exponent = np.log2(small[1] / small[0])
assert abs(exponent - 4) < 0.05

# --- stability over the zone and on a small ring around its centre ---
b1 = 2 * np.pi / a * np.array([1, -1 / np.sqrt(3)])
b2 = 2 * np.pi / a * np.array([0, 2 / np.sqrt(3)])
mesh = [(i * b1 + j * b2) / 24 for i in range(24) for j in range(24) if i + j]
ring = [0.02 * np.array([np.cos(t), np.sin(t)])
        for t in np.linspace(0, 2 * np.pi, 24, endpoint=False)]
models = {"reference": (ids_all, v_all, phi_ref),
          "T": (ids3, v3, fits["T"][0]), "TRH": (ids3, v3, fits["TRH"][0])}
spectra = {s: np.array([eigenvalues(*models[s], q) for q in mesh + ring])
           for s in models}
negative = {s: int(np.sum(spectra[s][:, 0] < 0)) for s in models}
assert negative["reference"] == 0 and negative["TRH"] == 0
assert negative["T"] > 0
nm = len(mesh)
rms = {s: np.sqrt(np.mean((signed_cm(spectra[s][:nm])
                           - signed_cm(spectra["reference"][:nm]))**2))
       for s in ("T", "TRH")}

M_point = b2 / 2
qM = np.linalg.norm(M_point)
line = np.linspace(0.002, 1, 500)
low_T = np.array([eigenvalues(*models["T"], x * M_point)[0] for x in line])
q_edge = line[low_T < 0].max() * qM
q_pred = np.sqrt(-lw["T"][0] / lw["T"][1])

# --- a truly stretched sheet: Huang conditions must not be imposed ---
zero = np.zeros((N, N, 2, 3))
assert np.abs(energy_forces(zero, 0.0)[1]).max() < 1e-12
e = 1e-4
tension = (energy_forces(zero, 0.0, e)[0] - energy_forces(zero, 0.0, -e)[0]) \
    / (2 * e) / (2 * N * N * area)
A5s, f5s = design(full, make_data(0.0))
sig_free = long_wave(ids_all, v_all, fit(full, A5s, f5s, "T")[0])[0]
sig_forced = long_wave(ids_all, v_all, fit(full, A5s, f5s, "TRH")[0])[0]
assert abs(sig_free / tension - 1) < 0.02
assert abs(sig_forced) < 5e-5

print(f"lattice constant {a:.1f} A, buckling {h:.1f} A, atomic mass {mass:.0f} u")
print(f"bond stiffness {k1:.1f}, second-shell stiffness {k2:.1f} eV/A^2")
print(f"angle stiffness {kang:.1f} eV")
print(f"second-shell tension {t2_balanced:.4f}, fifth-shell {t5:.4f} eV/A")
print(f"cell area {area:.3f} A^2, areal mass density {rho:.3f} u/A^2")
print(f"supercell {N}x{N}, snapshots {len(data)}, force data {len(f3)}")
print(f"displacement amplitude {amp:.3f} A")
print(f"reference residuals: T {res_ref['T']:.1e} eV/A^2, "
      f"R {res_ref['R']:.1e} eV/A, H {res_ref['H']:.1e} eV")
print(f"reference: sigma {sig_ref:.1e} eV/A^2, B {B_ref:.3f} eV")
print(f"third-shell fit: pair blocks {len(ids3)}, raw entries {9*len(ids3)}, "
      f"symmetry parameters {npar}")
for s in fits:
    print(f"fit {s}: free parameters {fits[s][3]}, relative force misfit "
          f"{fits[s][4]:.5f}")
    print(f"fit {s}: sigma {lw[s][0]:.3e} eV/A^2, B {lw[s][1]:.3f} eV")
print(f"half Huang mismatch per area, fit TR: {mismatch:.3e} eV/A^2")
change = np.linalg.norm(fits["TRH"][0] - fits["T"][0]) \
    / np.linalg.norm(fits["T"][0])
print(f"relative change of force constants, T to TRH: {change:.5f}")
print(f"Lagrange versus null space, largest difference {kkt_diff:.1e} eV/A^2")
print(f"fifth-shell fit T: free parameters {fit5[3]}, misfit {fit5[4]:.1e}")
print(f"fifth-shell fit T: sigma {sig5:.1e} eV/A^2, B {B5:.3f} eV")
print(f"random force constants under TRH: exponent of omega^2 {exponent:.3f}")
print(f"q-points tested {len(mesh) + len(ring)}; with imaginary mode: "
      f"reference {negative['reference']}, T {negative['T']}, "
      f"TRH {negative['TRH']}")
print(f"fit T, Gamma-M: unstable up to {q_edge:.3f} 1/A, "
      f"estimate sqrt(-sigma/B) {q_pred:.3f} 1/A")
print(f"fit T, Gamma-M: largest imaginary frequency "
      f"{-signed_cm(low_T.min()):.2f} cm^-1")
print(f"Gamma-M length {qM:.4f} 1/A")
print("lowest branch in cm^-1, negative means imaginary:")
for x in (0.05, 0.10, 0.15, 0.20, 0.30, 0.50, 1.00):
    w = [signed_cm(eigenvalues(*models[s], x * M_point)[0]) for s in models]
    print(f"  q/qM {x:.2f}: reference {w[0]:.2f}, T {w[1]:.2f}, TRH {w[2]:.2f}")
wtop = [signed_cm(eigenvalues(*models[s], M_point)[-1]) for s in models]
print(f"highest branch at M in cm^-1: reference {wtop[0]:.2f}, "
      f"T {wtop[1]:.2f}, TRH {wtop[2]:.2f}")
print(f"rms frequency error on mesh: T {rms['T']:.2f}, "
      f"TRH {rms['TRH']:.2f} cm^-1")
print(f"stretched sheet: tension from strain energy {tension:.5f} eV/A^2")
print(f"stretched sheet: sigma from fit T {sig_free:.5f}, "
      f"from fit TRH {sig_forced:.1e} eV/A^2")
print("checks complete")
```

Printed output:

```
lattice constant 4.0 A, buckling 1.0 A, atomic mass 30 u
bond stiffness 10.0, second-shell stiffness 2.0 eV/A^2
angle stiffness 3.0 eV
second-shell tension -0.0866, fifth-shell 0.0500 eV/A
cell area 13.856 A^2, areal mass density 4.330 u/A^2
supercell 6x6, snapshots 8, force data 1728
displacement amplitude 0.005 A
reference residuals: T 4.3e-14 eV/A^2, R 5.5e-08 eV/A, H 2.0e-07 eV
reference: sigma 3.3e-06 eV/A^2, B 1.916 eV
third-shell fit: pair blocks 26, raw entries 234, symmetry parameters 16
fit T: free parameters 14, relative force misfit 0.00084
fit T: sigma -5.322e-02 eV/A^2, B 2.124 eV
fit TR: free parameters 13, relative force misfit 0.00085
fit TR: sigma -5.445e-02 eV/A^2, B 2.130 eV
fit TRH: free parameters 11, relative force misfit 0.00203
fit TRH: sigma 3.483e-06 eV/A^2, B 2.038 eV
half Huang mismatch per area, fit TR: -5.445e-02 eV/A^2
relative change of force constants, T to TRH: 0.00175
Lagrange versus null space, largest difference 2.2e-13 eV/A^2
fifth-shell fit T: free parameters 25, misfit 1.5e-05
fifth-shell fit T: sigma 3.9e-05 eV/A^2, B 1.916 eV
random force constants under TRH: exponent of omega^2 3.996
q-points tested 599; with imaginary mode: reference 0, T 42, TRH 0
fit T, Gamma-M: unstable up to 0.161 1/A, estimate sqrt(-sigma/B) 0.158 1/A
fit T, Gamma-M: largest imaginary frequency 4.62 cm^-1
Gamma-M length 0.9069 1/A
lowest branch in cm^-1, negative means imaginary:
  q/qM 0.05: reference 0.71, T -2.51, TRH 0.74
  q/qM 0.10: reference 2.84, T -4.31, TRH 2.93
  q/qM 0.15: reference 6.32, T -4.19, TRH 6.52
  q/qM 0.20: reference 11.08, T 5.13, TRH 11.43
  q/qM 0.30: reference 24.02, T 19.82, TRH 24.75
  q/qM 0.50: reference 59.88, T 57.37, TRH 61.58
  q/qM 1.00: reference 142.19, T 142.05, TRH 145.70
highest branch at M in cm^-1: reference 528.27, T 528.14, TRH 528.19
rms frequency error on mesh: T 1.05, TRH 1.13 cm^-1
stretched sheet: tension from strain energy 0.07500 eV/A^2
stretched sheet: sigma from fit T 0.07501, from fit TRH 3.5e-06 eV/A^2
checks complete
```
